Comment on spin-orbit coupling as the cause of gold's colour

**The argument under review**

The argument runs as follows. Silver and gold have nearly the same lattice constant and the same number of valence electrons, yet silver is white and gold is yellow. Gold has a much larger spin-orbit splitting of its d shell, about 1.6 eV. The upper spin-orbit component is pushed towards the Fermi level, the absorption edge falls from the ultraviolet into the visible, and gold absorbs blue light. Copper's colour is then a weaker case of the same effect.

The splitting is real, and it does move the edge. The argument, however, attributes to one relativistic term the whole difference between gold and silver, without asking what the other relativistic terms do. Three questions have to be separated. How far can spin-orbit coupling move the d bands? What remains of relativity when it is removed? Does copper need relativity at all?

Hartree atomic units are used in the equations and eV for band energies. Below its interband edge a noble metal reflects through its conduction electrons; above it, photons lift d electrons to empty states at or above the Fermi level E_F, and reflection is reduced. The visible range is roughly 1.6 to 3.1 eV. The position of the edge stands here for the colour; no reflectivity is calculated.

**Separating the relativistic terms**

In a spherical potential V(r), let P be r times the large radial component of the Dirac wave function and T be c times r times the small one. With the energy E measured from the rest energy,

P′ = −κP/r + 2MT

T′ = κT/r + (V − E)P

M = 1 + (E − V)/(2c²).

Here κ = −l−1 for j = l+½ and κ = l for j = l−½. To isolate the dependence on j, define Q by

T = Q + (κ+1)P/(2Mr).

The first equation becomes

P′ = −κP/r + 2MQ + (κ+1)P/r = P/r + 2MQ.

For the second, differentiate the definition of Q:

Q′ = κT/r + (V − E)P − (κ+1)[P′/(2Mr) − P/(2Mr²) − M′P/(2M²r)].

Inserting P′ = P/r + 2MQ reduces the first two terms in the bracket to Q/r. Inserting T gives κT/r = κQ/r + κ(κ+1)P/(2Mr²). The Q terms add to κQ/r − (κ+1)Q/r = −Q/r. For both values of κ, κ(κ+1) = l(l+1). Since M′ = −V′/(2c²), the result is

Q′ = −Q/r + [l(l+1)/(2Mr²) + V − E + W]P

W = −(κ+1)V′/(4M²c²r).

The eigenvalue of L·S is l/2 for j = l+½ and −(l+1)/2 for j = l−½, which is −(κ+1)/2 in both cases. Hence

W = V′ L·S/(2M²c²r).

This is still the Dirac equation. All dependence on j at given l now sits in W. Dropping W defines the scalar relativistic equation; letting c → ∞ gives M = 1, W = 0 and the Schrödinger equation. "Relativity" and "spin-orbit coupling" are therefore not synonyms: M acts even when W is absent.

**What spin-orbit coupling can do**

The energy shift due to W follows from comparing two neighbouring solutions. Write the scalar equations as P′ = P/r + bQ and Q′ = −Q/r + aP, and change b and a by small amounts δb and δa. To first order,

(P δQ − Q δP)′ = P′δQ + P δQ′ − Q′δP − Q δP′ = δa P² − δb Q²,

because all terms with 1/r, a and b cancel. Integrate from the nucleus to a sphere radius s, keeping the logarithmic derivative of P/r at s fixed. Near s, M differs from 1 only by a quantity of order 1/c², so the boundary term is negligible and

∫(δa P² − δb Q²)dr = 0.

Switching on W changes the energy by δE. Since b = 2M, δb = δE/c². Since M also occurs in the centrifugal term,

δa = W − δE[1 + l(l+1)/(4M²c²r²)].

Therefore

δE = ∫W P² dr / N = ξ L·S

N = ∫[P² + Q²/c² + l(l+1)P²/(4M²c²r²)]dr

ξ = (1/N)∫P² V′/(2M²c²r) dr.

For a d shell L·S is 1 for the six j = 5/2 states and −3/2 for the four j = 3/2 states. The splitting is 5ξ/2, and the weighted mean shift is [6·1 + 4·(−3/2)]ξ/10 = 0. To first order the shell is split about a fixed centre.

For gold, with the potential described below, ξ = 0.63 eV, so 5ξ/2 = 1.57 eV. Numerical solution of the full radial Dirac equation in the same potential gives 1.60 eV, with a weighted mean 0.03 eV below the scalar relativistic level. The quoted splitting is thus correct, but it is not the rise of the upper component. To first order that rise is ξ, or 0.63 eV; the Dirac numbers give 0.4·1.60 − 0.03 = 0.61 eV. The rest of the splitting is the fall of the lower component.

The same limit holds in a crystal if the coupling acts in the d shell alone with this ξ. The largest eigenvalue of ξL·S is ξ, and adding a Hermitian matrix cannot raise any ordered eigenvalue by more than the largest eigenvalue of the added matrix. In a crystal, however, ξ depends on the energy of the d state and is larger for the more contracted states at the top of the band, so 0.63 eV bounds only the model with a single ξ. E_F can also move, so the change of the edge has to be calculated.

**From radial equations to bands**

I use the local density approximation with Slater exchange and VWN correlation. Each atom is represented by a neutral sphere of the volume of its cell, with a spherical potential. The lattice constants are round values near the measured ones, 3.6 Å for copper and 4.1 Å for silver and gold. Giving silver and gold the same lattice removes geometry from their comparison.

Let D be the logarithmic derivative sR′(s)/R(s) of the radial function R = P/r. Between the atoms, the wave is built from solutions of Laplace's equation, with l and m abbreviated as L:

K_L = (s/r)^(l+1) Y_L and J_L = (r/s)^l Y_L/[2(2l+1)].

The function K_L centred on another atom is regular here, so it can be expanded as −Σ_L′ J_L′ S_L′L, which defines the structure constants S. In a Bloch wave with amplitudes u_L, the field in one sphere is Σ_L u_L K_L − Σ_L′L J_L′ S_L′L(k)u_L. It must join solutions of the form u_L(K_L − Π_l J_L), hence

S(k)u = Πu.

To find Π_l, set t = Π_l/[2(2l+1)]. The logarithmic derivative of (s/r)^(l+1) − t(r/s)^l at r = s is

D = [−(l+1) − lt]/(1 − t).

Multiplying out gives D + l + 1 = t(D − l), so

Π_l(E) = 2(2l+1)(D + l + 1)/(D − l).

Over the energies of interest this function is represented by

1/Π_l = γ_l + Δ_l/(E − C_l).

The three constants are fixed from radial solutions at three energies spaced by 0.1 hartree about the mean occupied energy of each l. C_l is the band centre, where Π_l = 0 and D = −l−1. With y = Su = Πu, equality of S⁻¹y and Π⁻¹y gives

(S⁻¹ − γ)y = Δ(E − C)⁻¹y.

Put y = (E − C)Δ^(−1/2)v. The right side becomes √Δ v. Multiplying by (S⁻¹ − γ)⁻¹ and then by √Δ gives

Ev = [C + √Δ(S⁻¹ − γ)⁻¹√Δ]v.

This is a 9×9 eigenvalue problem for s, p and d orbitals. It is solved on a mesh of wave vectors k, and E_F is set by eleven valence electrons per atom. The potential is made self-consistent separately for the Schrödinger and the scalar relativistic equation, core electrons included. Spin-orbit coupling is then added as ξ_l L·S for p and d orbitals, without a new self-consistent cycle.

Because the photon's wave vector is negligible, transitions are vertical in k. The "vertical edge" below is the smallest E_F − E₅(k) among mesh points where band six lies within 0.4 eV of E_F. The "mean depth" is the average of E_F minus the mean of bands one to five over the same points. The "top distance" is E_F minus the highest energy of band five. The second decimal is kept so that differences can be followed; it is not a claim of accuracy for the real metals. Being a minimum over a finite set of points, the vertical edge also depends on the mesh. Halving the mesh spacing, or taking the minimum on the Fermi surface itself, changes the edges without spin-orbit coupling by up to 0.04 eV but lowers those with it by 0.06 to 0.2 eV, so the values listed below understate the part due to spin-orbit coupling. Mean depths and top distances move by up to 0.05 eV.

**Gold with the terms switched on separately**

Vertical edges of gold, in eV:

- Schrödinger equation: 3.44
- Schrödinger equation plus spin-orbit coupling: 3.11
- scalar relativistic equation: 1.81
- scalar relativistic equation plus spin-orbit coupling: 1.41

The total fall is 3.44 − 1.41 = 2.03 eV. If the scalar terms come first, they supply 3.44 − 1.81 = 1.63 eV. If they come last, they supply 3.11 − 1.41 = 1.70 eV. On this mesh their share is 80 or 84 per cent. On the finer mesh the two entries with spin-orbit coupling fall to about 2.91 and 1.33 eV, the share becomes 74 to 79 per cent, and spin-orbit coupling with one ξ for the whole d band supplies about 0.5 eV. When ξ is allowed to vary across the band, it supplies about 0.65 eV and the scalar share is about 70 per cent. In either order spin-orbit coupling lowers the edge too, but by the smaller amount.

The second entry answers the argument most directly. For silver, the same method with both kinds of term gives 2.83 eV. Gold with spin-orbit coupling but without the scalar terms has its edge above that of silver within this model, though only by 3.11 − 2.83 = 0.28 eV on this mesh, by about 0.17 eV on the finer one, and by about 0.1 eV once ξ varies across the band. What can be said is that such gold has its edge close to that of silver, far from that of fully treated gold. This combination is a counterfactual, since both kinds of term begin at order 1/c² and nature does not offer one without the other.

A nonrelativistic gold crystal need not keep the lattice constant of real gold. At 4.3 Å instead of 4.1 Å, its vertical edge is 3.43 eV, practically unchanged.

**How the scalar terms close the gap**

Consider first the direct effect, the change of the radial equation in a fixed potential. Starting from M = 1, let δM = (E − V)/(2c²). Then δb = 2δM and δa = −δE − l(l+1)δM/(2r²), and the integral relation above gives

δE ∫P² dr = −∫δM[2Q² + l(l+1)P²/(2r²)]dr.

The bracket is nowhere negative. E − V is positive in the classically allowed region and largest near the nucleus, where δM therefore has most weight. To first order the direct effect therefore lowers both s and d levels, though not by equal amounts.

The indirect effect is the change of potential caused by the relativistic rearrangement of all electrons. If q(r) electrons lie within r, the electrostatic potential energy in a neutral sphere is

V_es(r) = −∫ from r to s of [Z − q(r′)]/r′² dr′.

Moving charge inwards increases q and raises V_es: the nucleus is screened better.

The two effects can be computed apart by using the relativistic equation in the nonrelativistic potential, and the reverse. With energies measured from V_es(s) = 0, the band centres of gold behave as follows:

- 6s: nonrelativistic −4.39 eV; direct −3.73, indirect +0.49, full change −3.25 eV
- 5d: nonrelativistic −5.93 eV; direct −1.98, indirect +2.04, full change +0.35 eV

The 6s centre falls because its direct lowering far exceeds the indirect rise. For 5d the two nearly cancel: their sum is +0.06 eV, and the remaining 0.29 eV of the full change arises when both act together. The indirect terms are mostly electrostatic, about +0.6 eV for 6s and +1.9 eV for 5d, the rest coming from exchange and correlation. The charge does not move inwards everywhere: q rises by up to 0.8 electron near 0.2 bohr and falls by about 0.1 electron near 2 bohr.

Relative to the d centre, the s centre moves by −3.25 − 0.35 = −3.60 eV. The edge does not move that far. E_F is fixed by filling hybridized s, p and d bands and need not follow the s centre; how much of the edge shift comes from the s, p and d channels separately was not computed. The mean d depth falls from 5.64 to 4.45 eV, a change of −1.19 eV. The top distance falls from 3.25 to 1.69 eV, a change of −1.56 eV. The difference, 0.37 eV, is a rise of the top of the d bands relative to their mean at the mesh points near E_F, a set that is not the same in the two calculations. The bands also become wider: at the zone-boundary point X, the distance from band one to band five grows from 5.13 to 5.70 eV.

**What spin-orbit coupling adds to the edge**

Spin-orbit coupling changes the mean depth by +0.09 eV, from 4.45 to 4.54 eV, while the top distance falls by about 0.45 eV, to 1.23 eV. A trace argument shows that a rise of the top need not carry the mean with it. At each k, the sum of the ten lowest spin-orbital energies is the minimum of the trace of the Hamiltonian over all ten-dimensional subspaces. Take as trial subspace the ten lowest states without spin-orbit coupling. They come in pairs of opposite spin with the same orbital, so the trace of ξL·S over them vanishes. The true minimum can therefore only be equal or lower. At a given k the mean of bands one to five cannot rise, even while their top does. This fixes only the sign of that part of the change: E_F also rises when the coupling is switched on, and its rise is the larger part of the 0.09 eV.

The splitting is visible at X. The fourfold axis, taken as z, makes the d orbitals xz and yz degenerate. Within this pair L_x and L_y have no matrix elements, and L_z has eigenvalues ±1. Spin-orbit coupling reduces to ξL_zS_z, with energies ±ξ/2, so first order gives a splitting of ξ, about 0.63 eV. The calculated distance between bands four and five goes from zero to 0.75 eV. The band calculation takes ξ at the mean occupied d energy, where it differs from the value at the band centre by less than 0.01 eV, so the 0.12 eV excess comes from the coupling to the other levels at X, which first order within the pair omits. A single ξ also neglects its growth from about 0.43 eV at the bottom of the d band to about 0.78 eV at the top; with this growth included the splitting is about 1 eV, and the top distance and the edge fall further.

**Copper and silver**

The vertical edges of the other two metals, in eV, are:

- copper: Schrödinger 1.77, scalar relativistic 1.62, with spin-orbit coupling 1.60
- silver: Schrödinger 3.56, scalar relativistic 2.93, with spin-orbit coupling 2.83

Copper has its low edge before any relativistic term is included. All such terms together lower it by 0.17 eV on the mesh used and by about 0.24 eV on the finer one, where spin-orbit coupling contributes about 0.08 eV; the top distance falls by 0.23 eV, of which spin-orbit coupling also contributes 0.08 eV. Copper is therefore not a weak form of gold. Without relativity, gold at 3.44 eV stands beside silver at 3.56 eV, and copper stands alone.

**How far the conclusion reaches**

The absolute edges must not be read as colours. The measured edges are, roughly, 2 eV for copper and gold and 4 eV for silver. The calculated ones are too low, and taken literally would put silver's edge inside the visible range and gold's below it. The comparison among metals treated alike carries the argument: nonrelativistic gold has a higher edge than fully treated silver, which is colourless, and nonrelativistic copper has an edge close to that of fully treated copper, which is coloured. The margin of nonrelativistic gold over silver is 3.44 − 2.83 = 0.61 eV, and the shortfall against the rough measured edges already varies from about 0.4 eV for copper to over 1 eV for silver, so that ordering alone is not secure. The comparison within gold, a scalar shift of about 1.6 eV against a spin-orbit shift of about 0.5 eV with a single ξ and about 0.65 eV with a ξ that grows towards the top of the band, has the larger margin. The inference would also fail if transition strengths, which are not included, hid the edge.

The manuscript should therefore replace "spin-orbit coupling makes gold yellow" by a statement about the scalar relativistic approach of the 5d bands and the Fermi level, and give spin-orbit coupling the place this calculation assigns it: a splitting of the d bands that lowers the edge further, by about 0.5 eV with a single ξ and by about 0.65 eV when ξ varies across the band. The sentence on copper should be withdrawn.
